Why imaginary-time propagation fails to find the Dirac 1s state

**Imaginary time, inverse iteration and the folded spectrum for the Dirac Hamiltonian**

A symmetry fixes what imaginary-time propagation can do with a Dirac Hamiltonian. Hartree atomic units are used, with c = 1/α = 137.035999. Write the free operator H₀ = cα·p + βc² with α_i = ρ₁σ_i and β = ρ₃, where the Pauli matrices ρ act on the upper/lower index and σ on spin. The matrix ρ₂ anticommutes with ρ₁ and ρ₃ and commutes with σ, so ρ₂H₀ρ₂ = −H₀. Every level E has a partner −E, and a spectrum unbounded above is unbounded below. The factor e^{−τE} favours the lowest level, and the continuum problem has none.

On a grid of spacing h around a charge Z, the energies c/h and Z/h outgrow c² as h → 0, so the lowest level has the form E_min ≈ −(c/h) A(Z/c) with A a pure number. Time enters only as τ × energy, so an admixture δ of that level overtakes a bound state after a time ln(1/δ) divided by an energy difference. From here on the rest energy is subtracted, H = H₀ − c² + V. Bound states lie in the gap (−2c², 0), with −2c² = −37557.73 hartree.

**The claim and the system**

The false claim is that the normalised ψ(τ) ∝ e^{−τH}ψ₀ tends to the 1s state, as it does for the Schrödinger operator. The counter-example is hydrogen-like tin, Sn⁴⁹⁺: Z = 50, one electron, fixed point nucleus, V = −Z/r, no QED. For κ = −1 the radial equations are

V G + c D†F = E G
c D G + (V − 2c²) F = E F
D = d/dr − 1/r = r (d/dr)(1/r), D† = −d/dr − 1/r

Insert G = r^γ e^{−Zr}, F = −aG. The 1/r terms of the second equation give c(γ−1) + aZ = 0, those of the first give ca(γ+1) = Z, and eliminating a gives γ² = 1 − Z²/c². The constant terms of the first give E = −caZ = c²(γ−1). Those of the second, −cZ + a(2c²+E) = −cZ + c³(1−γ²)/Z, vanish. With γ = 0.931059 and c² = 37557.73/2 = 18778.87, E = −1294.63 hartree, or −35.23 keV.

The grid carries G_j at (j−½)h and F_j at jh, with j = 1…N, h = R/N and G_{N+1} = 0. With u_j = G_j/((j−½)h), the form r(d/dr)(1/r) becomes

(DG)_j = j (u_{j+1} − u_j)

and D† is the transpose Dᵀ, so H is a real symmetric tridiagonal 2N×2N matrix.

This matrix has exactly N levels below the gap. Take E = −2c² − η with 0 ≤ η < Z/R. The lower block of H − E is B = −Z/r + η, which is negative because r ≤ R. Completing the square in F,

⟨ψ|H−E|ψ⟩ = Gᵀ S G + (F + cB⁻¹DG)ᵀ B (F + cB⁻¹DG), S = V − E − c²DᵀB⁻¹D

Since −B⁻¹ ≥ r/Z,

Gᵀ S G ≥ 2c²GᵀG + h(c²/Z) T − hZ U, T = Σ j³(u_{j+1}−u_j)², U = Σ (j−½)u_j²

Use j − ½ = (j² − (j−1)²)/2, sum by parts with u_{N+1} = 0, and apply the Cauchy–Schwarz inequality:

U = ½ Σ j²(u_j − u_{j+1})(u_j + u_{j+1}) ≤ ½ √T √(Σ j(u_j+u_{j+1})²)

From (a+b)² ≤ 2a² + 2b² the last sum is at most 2Σ(j + j−1)u_j² = 4U. Hence U ≤ √(TU), so U ≤ T, a discrete Hardy inequality, and S is positive for Z < c. The quadratic form is negative on the N-dimensional space G = 0 and positive on the N-dimensional space F = −cB⁻¹DG, so by the min–max principle N levels lie below E and N above. Letting η → Z/R bounds the highest negative-branch level, E_top ≤ −2c² − Z/R.

The 1/h law is also exact as a pair of bounds. The vector G₁ = F₁ = 1/√2 sees the diagonal elements −2Z/h and −Z/h − 2c² and the coupling −2c/h. No off-diagonal element exceeds 2c/h in size and each row has at most two, so the Rayleigh quotient and Gershgorin's theorem give

−2c² − (4c + 2Z)/h ≤ E_min ≤ −c² − (2c + 3Z/2)/h

On grids with R = 0.8 bohr and N = 8000, 16000, E_min is −3.6970×10⁶ and −7.3764×10⁶ hartree, a ratio of 1.995. For the bound levels, a heuristic argument (the grid mixes the irregular solution r^{−γ} into r^γ at the scale h) suggests an error a h^{2γ} + b h². Removing these two terms reproduces −1294.6261 hartree and the Sommerfeld 2s value −326.4948 hartree, tested to 10⁻⁶ relative to the exact levels. This checks the limit, not the form of the error: the finest grid is already within a few parts in 10⁶ of the exact levels, and at Z = 50 (2γ = 1.86) the h² term dominates on these grids. The h^{2γ} term takes over only at much larger Z.

The working grid has N = 200, R = 0.6 bohr, h = 0.003 bohr. Its levels, in hartree, are E_min = −141899.390, E_top = −37677.170, E₀(1s) = −1302.913, E₁(2s) = −327.615 and E_max = 74370.583. The grid 1s lies 0.64% below the exact 1s. These digits describe the matrix, not the ion. The bounds hold: E_top ≤ −37557.7 − 83.3, and E_min ≤ −18779 − (274.07+75)/0.003 = −135136.

**The counter-example**

With ψ = e^{−τH}ψ₀, d⟨ψ|ψ⟩/dτ = −2⟨ψ|H|ψ⟩ and d⟨ψ|H|ψ⟩/dτ = −2⟨ψ|H²|ψ⟩. The quotient rule gives

d⟨H⟩/dτ = −2(⟨H²⟩ − ⟨H⟩²) = −2‖(H − ⟨H⟩)ψ‖²/‖ψ‖²

The energy falls until the residual ‖(H−⟨H⟩)ψ‖/‖ψ‖ vanishes.

Start from G = r e^{−ζr}, F = 0, ζ = 40 bohr⁻¹. In the continuum DG = −ζG. The integrals ∫r²e^{−2ζr}dr = 1/(4ζ³), ∫re^{−2ζr}dr = 1/(4ζ²) and ∫e^{−2ζr}dr = 1/(2ζ) give ⟨1/r⟩ = ζ and ⟨1/r²⟩ = 2ζ². So ⟨H⟩ = −Zζ = −2000 hartree (grid: −2004.752). This is already below the 1s level: with F = 0 there is no kinetic energy, and the weight 0.0199 on negative-energy states removes any variational bound. The variance is c²ζ² + 2Z²ζ² − Z²ζ², and the slope is −2 × 1600 × (18778.87 + 2500) = −6.809×10⁷ hartree². The grid gives −6.8086×10⁷, and the fourth figure agrees only by cancellation. The difference quotient raises the c² term in the bracket by the factor (sinh(ζh/2)/(ζh/2))² ≈ 1.0012, or 22.5, of which 0.5 is lost at order (ζh)⁴ because DG is summed at jh and the norm at (j−½)h. The midpoint sums for ⟨1/r²⟩ and ⟨1/r⟩ lower the Z² term by about 24, so the bracket falls by about 2, to 21277.

With exact steps e^{−ΔτH}, Δτ = 2×10⁻⁶, the energy passes (E₀+E_min)/2 at τ = 3.77×10⁻⁵ and ends at −141899.390 hartree, or −3.86 MeV, against −35.45 keV for the grid 1s. The Schrödinger operator DᵀD/2 + V on the same grid, from the same G, ends at its lowest level, −1257.059 hartree, 0.56% below −Z²/2.

A better start only delays the fall. Kinetic balance, F = DG/(2c), solves the second radial equation when |E − V| ≪ 2c². It lowers the negative weight to 1.4×10⁻⁶, and the half-way time becomes 6.12×10⁻⁵. The reason is the logarithm, taken of the amplitude on the lowest level and not of the total negative weight. For eigenvectors v₀, v_min and ψ₀ = v₀ + δ v_min, the amplitude ratio is x = δ e^{τ(E₀−E_min)}, the energy is (E₀ + x²E_min)/(1 + x²), and x = 1 at

τ× = ln(1/δ)/(E₀ − E_min)

For δ = 10⁻⁶ this is 13.8155/140596.477 = 9.8264×10⁻⁵, against 9.8268×10⁻⁵ in the run. For δ = 10⁻¹⁰ both give 1.6377×10⁻⁴. With δ = 0 the 1s state is a fixed point in exact arithmetic, but an unstable one. Started from the computed v₀, the run collapses at 2.65×10⁻⁴, which corresponds to δ = exp(−140596 × 2.652×10⁻⁴) ≈ 6×10⁻¹⁷. This is the size of double-precision rounding, and it depends on the machine.

Stopping early does not help. Within τ× the 2s/1s amplitude ratio falls by

e^{−(E₁−E₀)τ×} = δ^{(E₁−E₀)/(E₀−E_min)}

The exponent is 975.298/140596.477 = 0.0069, and the factor for the rounding seed is exp(−975.298 × 2.652×10⁻⁴) = 0.77. From v₀ + 0.1v₁ the residual starts at 975.298 × 0.1/1.01 = 96.6 hartree and in this run its lowest value before the collapse is about 81, a figure that shifts by a few hartree with the rounding. That start lies above E₀, so its energy crosses E₀ on the way down while the state is no eigenstate; the residual, not the energy, is the criterion. The exponent is at most (E₁−E₀)/(E₀−E_top), which is 3Z²/(16c²) to leading order in Z/c, so the failure gets worse in the nonrelativistic limit. The negative states are the cause: applying the exact projector on the upper N eigenvectors after each step gives −1302.913 hartree. That projector was built here from a full diagonalisation, which already contains the answer.

**The continuum**

On a grid nothing diverges; the limit is the lattice state v_min. True divergence belongs to the continuum. Let μ be the normalised spectral measure of ψ₀, and let it have weight m > 0 below M − Δ, with Δ > 0. The norm obeys ‖ψ‖² ≥ m e^{−2τ(M−Δ)}. Since y e^{−2τy} ≤ 1/(2eτ), the part of ∫(E−M)e^{−2τE}dμ from E > M is at most e^{−2τM}/(2eτ), and the rest is negative. Therefore

⟨H⟩ ≤ M + e^{−2τΔ}/(2eτm)

whenever the norm is finite. If ψ₀ has weight at arbitrarily low energy, M is arbitrary and ⟨H⟩ → −∞.

For V = 0 both outcomes can be worked out. H₀² = E_p² = c⁴ + c²p², so (1 − H₀/E_p)/2 projects on the negative branch. An upper-component spinor has ⟨H₀⟩ = c², hence negative weight w = (E_p − c²)/(2E_p). For |φ(p)|² ∝ e^{−p²/s²} the negative branch carries p² w exp(−p²/s² + 2τE_p). The exponent is stationary where −2p/s² + 2τc²p/E_p = 0, that is E_p = τc²s², possible for τs² > 1. For τs² ≫ 1, E_p ≈ cp, w ≈ ½, and the exponent is −(p−p*)²/s² about the peak p*. The prefactor p² ≈ p*² e^{2(p−p*)/p*} moves the centre by s²/p*, which adds cs²/p* = 1/τ to E_p:

⟨H⟩ ≈ −c² − τc²s² − 1/τ

For s = 50, τ = 0.01 this is −(18778.9 + 469471.6 + 100) = −488350.5 hartree; quadrature gives −488352.6, a difference of 2% of the last term kept. For the Slater function the transform of e^{−ζr} is ∝ (p²+ζ²)⁻², the integrand behaves as p⁻⁶e^{2τcp}, and the integral up to a cutoff P with τcP ≫ 1 is ∝ P⁻⁶e^{2τcP}. Doubling P adds 2τcP − 6 ln 2 to ln‖ψ‖². For τ = 10⁻⁴, P = 4000 this is 109.63 − 4.16 = 105.47 (quadrature: 105.43). The norm is infinite for every τ > 0.

**The general statement**

Let H be self-adjoint and f a real function bounded on its spectrum. Let E* be an eigenvalue with projector P*, let f(E*) ≠ 0 and P*ψ₀ ≠ 0, and let |f(E)| ≤ ρ|f(E*)| at all other spectral points. If ρ < 1, the normalised f(H)ⁿψ₀ tends, up to sign, to P*ψ₀/‖P*ψ₀‖, and the convergence is stable.

Proof. P* commutes with f(H). The part inside is f(E*)ⁿP*ψ₀. The part outside has squared norm ∫|f|²ⁿdμ over the remaining spectrum, at most (ρ|f(E*)|)²ⁿ‖(1−P*)ψ₀‖². The ratio x_n of outside to inside norm obeys x_n ≤ ρⁿx₀, which tends to zero. If each step adds a relative error δ, then to first order x_{n+1} ≤ ρx_n + δ, and summing the geometric series gives x_n ≤ ρⁿx₀ + δ/(1−ρ). For two eigenstates the amplitude ratio changes by exactly f(E_k)/f(E_j) per step.

For f = e^{−ΔτE} the largest |f| is at the bottom of the spectrum. No gap state has ρ < 1, and in the continuum f is not bounded. The cure is an f that peaks in the gap. The Dirac level nearest the bottom of the gap is what "ground state" means here, and each method below reaches it only for suitable shifts ε. The methods that invert H − ε also need ε outside the spectrum; the explicit folded step does not. A spurious grid level in the gap would be found as faithfully as a physical one, which is why the grid was checked first.

**Shifted inverse.** For f = 1/(E−ε), |f| is largest at the level nearest ε, and ρ is the ratio of the nearest to the second-nearest distance. For ε = −1500, ρ = 197.087/1172.385 = 0.16811. Reducing the 2s/1s ratio by 10⁻⁸ needs ln 10⁸/ln(1/ρ) = 10.33 steps, and the run takes 11, each one banded solve. The 1s level is nearest when ε lies between the midpoints to its neighbours,

(E_top+E₀)/2 < ε < (E₀+E₁)/2, here −19490.0 < ε < −815.3 hartree

Shifts −1500 and −1200 give −1302.913, and −700 gives the 2s, −327.615. The shift −25000 lies in the gap yet is nearer to E_top, and 200 steps give −37793.444 hartree. This is below E_top, the nearest level, so the state is still an unconverged mixture of negative-branch states; only its position below −2c² is tested. At the 1s–2s midpoint f(E₁) = −f(E₀), so ρ = 1 and the initial ratio b = 0.196773 is frozen. The energy is E₀ + 975.298 b²/(1+b²) = −1302.913 + 36.355 = −1266.558 and the residual is 975.298 b/(1+b²) = 184.76 hartree, as in the run. The energy is stationary there and belongs to no level.

**Exponential of the inverse.** For f = exp(ΔT/(E−ε)), with ΔT > 0 an energy, f < 1 below ε and f > 1 above, and on each side of ε it decreases with E. The winner is the lowest level above ε, so every ε in (E_top, E₀) gives 1s. The 2s amplitude decays at the rate

1/(E₀−ε) − 1/(E₁−ε) = (E₁−E₀)/((E₀−ε)(E₁−ε))

For ε = −25000 this is 975.298/(23697.087 × 24672.385) = 1.6681×10⁻⁶ per hartree, and 200 steps of 10⁵ hartree give e^{−33.4} and −1302.913. For ε = −1200, just above E₀, the method skips 1s and returns −327.615, where plain inversion returned 1s.

**Folded square.** A = (H−ε)² has the eigenvectors of H and eigenvalues λ_k = (E_k−ε)² ≥ 0. It is bounded below, so e^{−σA} selects the nearest level, with the same window for ε as the shifted inverse. The explicit step has f = 1 − σλ, and the nearest level λ₀ must satisfy |1−σλ_k| < 1 − σλ₀. The side 1 − σλ_k < 1 − σλ₀ holds since λ_k > λ₀. The other side, σλ_k − 1 < 1 − σλ₀, is hardest for the largest λ:

σ < 2/(λ_max + λ₀)

For ε = −1500, λ₀ = 3.8843×10⁴, λ₁ = 1.3745×10⁶ and λ_max = 140399.390² = 1.9712×10¹⁰ hartree², set by E_min, which is farther from ε than E_max. The limit is 1.0146×10⁻¹⁰ hartree⁻². After 524288 steps, 0.5 and 0.99 times the limit give −1302.913, while 1.01 times the limit gives −141899.390: the collapse returns. At σ = 1/λ_max the factor per step is (1−σλ₁)/(1−σλ₀) ≈ 1 − (λ₁−λ₀)/λ_max for λ₁ ≪ λ_max, so a reduction by 10⁻⁸ takes

18.42 × 1.9712×10¹⁰/(1.3745×10⁶ − 3.8843×10⁴) ≈ 2.72×10⁵ steps

against 11 solves. By the bounds on E_min, and Gershgorin's bound E_max ≤ 4c/h, λ_max and this count grow as h⁻². The explicit step needs only products with H and no solver. In the continuum λ is unbounded and no σ is stable. Inverting instead, A⁻¹ = (H−ε)⁻¹(H−ε)⁻¹ is two inverse steps, with factor ρ².

The numerical check computes the grid, run and quadrature numbers and asserts its tests. The remaining numbers, among them the bounds on E_top and E_min and the midpoint energy and residual formulas, follow from its output by the arithmetic shown above and are not asserted.

Numbers as computed

```
Z = 50 
c = 137.035999 a.u.
-2c^2 = -37557.73 hartree
Gaussian momentum width s = 50 a.u.
Gaussian tau=0.01 a.u.: <H> quad -488352.6, saddle -488350.5 hartree
Gaussian tau=0.02 a.u.: <H> quad -957772.6, saddle -957772.1 hartree
Slater tau=0.0001, cutoff 4000->8000 a.u.: d ln norm^2 quad 105.43, formula 105.47
gamma = 0.931059 
1s exact -1294.6261, extrapolated -1294.6261 hartree; exact -35228.6 eV
2s exact -326.4948, extrapolated -326.4948 hartree; exact -8884.4 eV
Emin, R=0.8 bohr, N=4000,8000,16000: -1.8573e+06 -3.6970e+06 -7.3764e+06 hartree
working grid N=200, R=0.6 bohr, h=0.003 bohr, trial exponent 40.0 1/bohr
Emin = -141899.390 hartree
Etop = -37677.170 hartree
E0 = -1302.913 hartree
E1 = -327.615 hartree
Emax = 74370.583 hartree
E0-Emin = 140596.477 hartree
E1-E0 = 975.298 hartree
trial energy = -2004.752 hartree
trial negative-energy weight = 0.019906 
trial 2s/1s amplitude ratio = 0.196773 
Schroedinger imaginary time, final energy = -1257.059 hartree
initial d<H>/dtau = -6.8086e+07 hartree^2
time step = 2e-06 a.u.
kinetic-balance negative weight = 1.40616e-06 
start trial: half-way time 3.769e-05 a.u., final -141899.390 hartree
start kinetic balance: half-way time 6.116e-05 a.u., final -141899.390 hartree
start grid 1s itself: half-way time 2.652e-04 a.u., final -141899.390 hartree
effective rounding seed = 6e-17 
2s/1s reduction within that time = 0.77 
delta=1e-06: crossover run 9.8268e-05, formula 9.8264e-05 a.u.
delta=1e-10: crossover run 1.6377e-04, formula 1.6377e-04 a.u.
1s+0.1*2s: residual 96.6, best before collapse 81 hartree
projected imaginary time, final energy = -1302.913 hartree
inverse eps=-1500.0: rho 0.16811, steps for 1e-08: formula 10.33, run 11
1s window for eps: -19490.0 to -815.3 hartree
inverse eps=-1500.0: final -1302.913 hartree
inverse eps=-1200.0: final -1302.913 hartree
inverse eps=-700.0: final -327.615 hartree
inverse eps=-25000.0: final -37793.444 hartree
inverse at midpoint: energy -1266.558, residual 184.76 hartree
exp(T/(H-eps)) eps=-25000.0, dT=1e+05 hartree, 200 steps: -1302.913 hartree
  its rate = 1.6681e-06 1/hartree
exp(T/(H-eps)) eps=-1200.0, dT=5e+03 hartree, 60 steps: -327.615 hartree
folded eps=-1500.0: l0 3.8843e+04, l1 1.3745e+06, lmax 1.9712e+10 hartree^2
folded step limit = 1.0146e-10 1/hartree^2
folded steps for 1e-8 at sigma=1/lmax = 271851 
folded sigma=0.5*limit, 524288 steps: -1302.913 hartree
folded sigma=0.99*limit, 524288 steps: -1302.913 hartree
folded sigma=1.01*limit, 524288 steps: -141899.390 hartree
main: grid 1s -35454.1 eV, imaginary-time limit -3.8613 MeV
```
